\section*{Why six alternating domains meet at vortices in hexagonal manganites}

\section*{What the phase means}

\textbf{Q.} In my images of a hexagonal manganite, six domains meet at a point and their polarization alternates around it. The crystal triples its cell, so I expect three structural domains, and polarization can point up or down. Why do these two choices not produce independent sets of walls?

\textbf{A.} Both choices are read from one angle. On cooling, the rare-earth ions move along the polar axis $z$ in a pattern that repeats over three sublattices. Their displacement is
\begin{equation}
u(\mathbf r)=\eta Q\cos(\phi+\mathbf K\cdot\mathbf r),\qquad
\mathbf K\cdot\mathbf r\in\{0,\,2\pi/3,\,4\pi/3\}\ (\mathrm{mod}\ 2\pi),
\end{equation}
with the same pattern in both rare-earth layers of the cell. Oxygen ions move in the same distortion. The amplitude $Q$ measures the strength of the whole trimerization, normalized over all ions in the cell, and $\eta>0$ is the rare-earth share, roughly one third in YMnO$_3$. For $\phi=0$ the displacements are $\eta Q(1,-\tfrac12,-\tfrac12)$, so the first sublattice is the odd one out. For $\phi=\pi/3$ they are $\eta Q(\tfrac12,-1,\tfrac12)$: the odd site has moved to the second sublattice and its displacement has changed sign. The odd sublattice is the trimer origin; call the three choices $\alpha,\gamma,\beta$ in sublattice order.

\textbf{Q.} That is a displacement pattern with no net moment in the first-order displacements. Where does the polarization enter?

\textbf{A.} Through a second, uniform polar distortion of amplitude $p$. Symmetry fixes how the two may couple. A lattice translation replaces $\mathbf r$ by $\mathbf r-\mathbf a$ and shifts $\phi$ by $-2\pi/3$; it leaves $p$ alone. The horizontal mirror exchanges the layers and reverses $u$. Since $-\cos\theta=\cos(\theta+\pi)$, it sends $\phi\to\phi+\pi$ and $p\to-p$. The screw axis sends the in-plane position to $-\mathbf r$ without reversing $u$, so $\cos(\phi-\mathbf K\cdot\mathbf r)=\cos(-\phi+\mathbf K\cdot\mathbf r)$ gives $\phi\to-\phi$, $p\to p$.

A polynomial in the order parameter contains factors $e^{ik\phi}$. Translations require $k$ to be a multiple of 3. A term linear in $p$ must also change sign under $\phi\to\phi+\pi$, so $k$ is odd. The smallest choice is $k=3$, which needs three powers of $Q$; the screw axis selects the cosine. Without $p$, $k$ must be even, and the first term that depends on phase has $k=6$. Keeping the leading phase-dependent terms and the usual stabilizing terms gives the mean-field energy per 30-atom cell
\begin{align}
f={}&\frac a2Q^2+\frac b4Q^4+\frac{Q^6}{6}(c+c'\cos6\phi)\nonumber\\
&-gQ^3p\cos3\phi+\frac{g'}2Q^2p^2+\frac{a_P}{2}p^2 .
\end{align}
Here $a<0$, while $a_P,g'>0$: the polar mode would not condense by itself. I choose the positive direction of $p$ so that $g>0$.

\section*{Six wells, and when they are polar}

\textbf{Q.} Does that coupling force the sign of the polarization to alternate?

\textbf{A.} It does if the energy wells are polar. At fixed $Q$ and $\phi$, set $\partial f/\partial p=0$ and write $D=a_P+g'Q^2$:
\begin{equation}
-gQ^3\cos3\phi+Dp=0\quad\Longrightarrow\quad
p=\frac{gQ^3\cos3\phi}{D}.
\end{equation}
Substitution into the three terms containing $p$ gives
\begin{align}
-gQ^3p\cos3\phi+\frac D2p^2
&=-\frac{g^2Q^6}{2D}\cos^2 3\phi\nonumber\\
&=-\frac{g^2Q^6}{4D}(1+\cos6\phi).
\end{align}
Together with the $c'$ term, the phase-dependent energy is therefore
\begin{equation}
-A\cos6\phi,\qquad
A=Q^6\left(\frac{g^2}{4D}-\frac{c'}6\right).
\end{equation}
If $A>0$, the minima are $\phi_n=n\pi/3$, and $\cos3\phi_n=(-1)^n$ makes $p$ alternate. In order of phase the domains are
\[
\alpha^+,\ \gamma^-,\ \beta^+,\ \alpha^-,\ \gamma^+,\ \beta^- .
\]
Wells $n$ and $n+3$ have the same odd sublattice and opposite displacements, hence the same trimer origin and opposite polarization.

If $A<0$, the minima move to odd multiples of $\pi/6$, where $\cos3\phi=0$ and $p=0$. There are still six trimerized states, but no alternating polarization. Trimerization by itself does not guarantee your pattern.

\textbf{Q.} What would typical values give?

\textbf{A.} Take round parameters in the rough regime of hexagonal rare-earth manganites at room temperature: $a=-250$ and $a_P=90\ \mathrm{eV/nm^2}$; $b=3.5\times10^4$, $g=2\times10^4$ and $g'=10^5\ \mathrm{eV/nm^4}$; $c=2\times10^5$ and $c'=10^5\ \mathrm{eV/nm^6}$. Numerical minimization gives $Q_0=0.0914$ nm and a well depth of 0.53 eV per cell. Then $D=90+10^5(0.0914)^2\simeq925\ \mathrm{eV/nm^2}$, and
\begin{equation}
p_0=\frac{2\times10^4(0.0914)^3}{925}\ \mathrm{nm}\simeq0.0165\ \mathrm{nm}.
\end{equation}
With an assumed mode charge $Ze=9e$ and cell volume $V=0.37\ \mathrm{nm^3}$, the polarization $P=Zep_0/V$ is $6.4\ \mathrm{\mu C/cm^2}$. At this amplitude $A=0.053$ eV per cell. Holding $Q_0$ fixed, $A$ would change sign at $c'=3g^2/(2D)\simeq6.5\times10^5\ \mathrm{eV/nm^6}$, well above the chosen value. Reaching it would also require a larger $c$, because the energy is bounded below at large $Q$ only for $c\ge|c'|$.

\section*{Why the walls lock}

\textbf{Q.} Alternating wells still do not forbid a wall from $\alpha^+$ to $\alpha^-$, or from $\alpha^+$ to $\beta^+$. Why do I not see those?

\textbf{A.} This is a question of energy. A step of $\pi/3$ changes both origin and polarity. A direct $2\pi/3$ wall changes the origin alone, and a direct $\pi$ wall changes polarity alone. They must be compared with two and three elementary walls.

Consider a flat wall parallel to the polar axis, which carries no bound charge. Add the gradient energy $\frac s2(|\nabla Q|^2+Q^2|\nabla\phi|^2)$ with $s=5$ eV, and for now neglect gradients of $p$. If $Q$ is held at $Q_0$, the excess energy per area, multiplied by $V$, is
\begin{align}
W&=\int\left[\frac{sQ_0^2}{2}\phi_x^2+A(1-\cos6\phi)\right]dx\nonumber\\
&=\int\left[\frac12\left(\sqrt s\,Q_0\phi_x-2\sqrt A\sin3\phi\right)^2
+2Q_0\sqrt{sA}\,\phi_x\sin3\phi\right]dx,
\end{align}
because $1-\cos6\phi=2\sin^23\phi$. The square is smallest when it vanishes. The other term depends on the end points:
\begin{equation}
W_{\pi/3}=2Q_0\sqrt{sA}\int_0^{\pi/3}\sin3\phi\,d\phi
=\frac43Q_0\sqrt{sA}.
\end{equation}
Setting the square to zero gives $\phi_x=(2/Q_0)\sqrt{A/s}\,\sin3\phi$. Since $\int d\phi/\sin3\phi=\frac13\ln\tan(3\phi/2)$, the centred profile is
\begin{equation}
\phi=\frac23\arctan(e^{x/\ell}),\qquad
\ell=\frac{Q_0}{6}\sqrt{\frac sA}.
\end{equation}
At the wall centre $\phi=\pi/6$ and $p=0$. Polarization reverses there while the trimerization stays finite.

The numbers give $W_{\pi/3}=\frac43(0.0914)\sqrt{5(0.0533)}\simeq0.063$ eV nm. Division by $V$ and conversion give $27\ \mathrm{mJ/m^2}$. This is an upper bound within the model, because $Q$ was held fixed. Minimizing the energy of all fields on a fine grid lowers it to $24.5\ \mathrm{mJ/m^2}$.

\textbf{Q.} And the wall that changes polarity alone?

\textbf{A.} Let it run straight from $Q_0$ through zero to $-Q_0$ along the axis $\phi=0,\pi$. Call the signed amplitude $q$, and let $\Delta f(q)$ be the energy above the well after $p$ is eliminated. Then
\begin{equation}
\frac s2q_x^2+\Delta f\ge |q_x|\sqrt{2s\Delta f},
\qquad
W_\pi^{\rm direct}=\int_{-Q_0}^{Q_0}\sqrt{2s\Delta f(q)}\,dq .
\end{equation}
The inequality follows from $(\sqrt{s/2}\,|q_x|-\sqrt{\Delta f})^2\ge0$; its equality gives the best profile on this straight path. The result is $122\ \mathrm{mJ/m^2}$, or 5.0 elementary walls. Removing the trimerization is expensive. Going around the origin through two intermediate wells costs three walls instead. When I bend the direct profile slightly off its axis and minimize the energy, it separates into three walls with total cost 3.00 in units of one wall.

\textbf{Q.} A $2\pi/3$ wall need not pass through $Q=0$. Could it remain bound?

\textbf{A.} In principle it could, so look at the intermediate well. Put two $\pi/3$ walls a distance $d$ apart. In the slab between their centres, the equilibrium equations conserve $H=\mathcal K-\Delta f$, where $\mathcal K$ is the gradient-energy density. Stretching the slab by a factor $1+\epsilon$ multiplies its gradient energy by $1-\epsilon$ and its potential energy by $1+\epsilon$, to first order. Other small changes of an equilibrium profile cost nothing at this order, so
\begin{equation}
\frac{dW}{dd}=-H .
\end{equation}
At the midpoint the phase crosses its well with finite slope. This contributes positively to $H$ and pushes the walls apart. A displacement of $Q$ at the midpoint contributes negatively. Near the well a displacement with curvature $k$ obeys $s\,\delta''=k\,\delta$ and decays over $\sqrt{s/k}$. Here $k=230\ \mathrm{eV/nm^2}$ for phase motion and $535\ \mathrm{eV/nm^2}$ for amplitude motion. The phase tail reaches farther, so well-separated walls repel.

This tail argument does not exclude a tightly bound wall. I therefore started a numerical minimization from a direct $2\pi/3$ profile with both ends clamped on a 5 nm line. It split into two walls 2.5 nm apart, with total cost 2.00 walls, and a fully reversed domain opened between them. The separation reflects the clamped line. At a clamped end, as at the midpoint, the phase sits in its well with finite slope, so an end at distance $d_e$ repels a wall as strongly as another wall at distance $2d_e$ would. Balance requires $d=2d_e$, and $d+2d_e=5$ nm then gives $d=2.5$ nm.

\section*{Why six meet}

\textbf{Q.} Now take a closed path around the junction. Why six, rather than three or four?

\textbf{A.} Take a loop that encloses no dislocation. Outside the core $Q$ is finite and the pattern is single-valued, so $\phi$ returns to itself up to $2\pi k$. If the path crosses $n_+$ upward and $n_-$ downward steps of $\pi/3$, then
\begin{equation}
(n_+-n_-)\frac{\pi}{3}=2\pi k
\quad\Longrightarrow\quad n_+-n_-=6k .
\end{equation}
The total number of walls satisfies $n_++n_-\ge6|k|$. It is also even, since it differs from $6k$ by $2n_-$. Three locked walls cannot close. Four can close only with $k=0$, so that junction has no topological protection. For $k=\pm1$ the minimum is six, reached when the path crosses no extra folds.

Somewhere inside a loop with $k\ne0$, $Q$ must vanish. Otherwise the loop could shrink to a point while keeping its integer winding, although a finite $Q$ has a definite phase at that point. The two conditions $Q\cos\phi=Q\sin\phi=0$ generically select a line in three dimensions. Your image shows its intersection with the surface.

\textbf{Q.} Does this arrangement arise without being drawn in by hand?

\textbf{A.} In the model it does. I started from weak random trimerization on a periodic square of side 13.4 nm, normal to the polar axis, and let the fields relax down their energy gradient without thermal noise. When I stopped, there were ten vortices and ten antivortices. I compared the well label of each grid point more than 0.4 nm from any core with those of its neighbours. All 3681 changes of label were $\pi/3$ steps. A direct $\pi$ wall through $Q=0$ would have shown up as steps larger than $\pi/3$. The count does not test the splitting of $2\pi/3$ walls, because a smooth phase crosses the intermediate label even in a tightly bound one; that rests on the wall calculation above. Fourteen cores had no neighbour within 1.2 nm, and a circle of radius 0.6 nm around each crossed six sectors of alternating polarization.

\section*{Limits and the real crystal}

\textbf{Q.} What changes near the trimerization temperature?

\textbf{A.} In mean field, $Q$ becomes small and $D\to a_P$. Then $p\propto Q^3$, $A\propto Q^6$ and $\ell\propto Q/\sqrt A\propto Q^{-2}$, provided $g^2/(4a_P)>c'/6$. The walls broaden and the phase becomes nearly free. A winding can therefore be present before six distinct sectors sharpen around it. Critical fluctuations are outside this estimate.

\textbf{Q.} How far should I trust the room-temperature numbers for my sample?

\textbf{A.} The polarization is close to the roughly $6\ \mathrm{\mu C/cm^2}$ familiar in this family, but it scales with the assumed mode charge, so this is a check of consistency and not a prediction. The wall energies are less secure. The length $\ell=0.15$ nm is smaller than the distance between neighbouring rare-earth ions in a layer, about 0.35 nm, so a smooth profile is not quantitatively justified. Replacing the continuum by a chain with that spacing lowers the elementary wall energy to $19.8\ \mathrm{mJ/m^2}$, 19\% below the continuum value. The rows of the triangular layer lie closer, 0.31 or 0.18 nm apart depending on the wall's orientation. With nearest-neighbour bonds on that lattice, scaled to the same $s$, the reduction is 14\% or 9\%. For the 0.31 nm rows this is the plain chain at that spacing. For the 0.18 nm rows the bonds also reach the second row; a plain chain at 0.18 nm would give only about 2.5\%. A gradient stiffness of 10 eV for $p$, a trial value, instead raises the continuum result to $28.2\ \mathrm{mJ/m^2}$, or by 15\%; the $2\pi/3$ wall still splits. The model does not fix the sign of this stiffness: on the chain, a value of $-8.9$ eV lowers the elementary wall energy from 19.8 to about $14\ \mathrm{mJ/m^2}$. That is a local minimum: without a $p^4$ term, the energy is then unbounded below where $Q$ vanishes.

The sharp limit also favours locking. A sudden phase jump $\Delta\phi$ costs gradient energy proportional to $|\Delta\mathbf Q|^2=4Q_0^2\sin^2(\Delta\phi/2)$. For jumps of $\pi/3$, $2\pi/3$ and $\pi$ the ratios are $1:3:4$, above the $1:2:3$ cost of separate elementary walls. On the relaxed chain, sharp direct walls cost 3.1 and 4.5 elementary walls. The $2\pi/3$ state is only a balance point: a small displacement lowers its energy. The $\pi$ state is a local minimum, and with the trial stiffness of 10 eV for $p$ the $2\pi/3$ state becomes one too at the 0.35 nm spacing, whereas at 0.31 nm it splits. Lower energy favours separation, but a discrete lattice can therefore hold an unlocked wall in place.

Thermal energy at 300 K is 0.026 eV, compared with a relaxed barrier of 0.090 eV per cell between neighbouring wells. Strain and defects are omitted, and the nanometre vortex spacing of the simulation is not a forecast of domain size in a grown crystal.

\textbf{Q.} My side-view images contain head-to-head walls. Does the same energy comparison apply?

\textbf{A.} Not without electrostatics. Such a wall carries bound charge $2P$, here $0.80\,e/\mathrm{nm^2}$. By Gauss's law, the unscreened field on either side is $2P/(2\epsilon_0\epsilon_r)=P/(\epsilon_0\epsilon_r)$. For an assumed $\epsilon_r=20$ this is 3.6 MV/cm, with an energy of 0.027 eV per cell, 30\% of the barrier between wells. The potential would reach an assumed 1.5 eV gap after about 4 nm, so wider domains need mobile charge or a different wall shape. A pure antiphase wall avoids this charge, and poor screening therefore works against locking. The winding rule survives if $Q$ stays finite around the loop and the loop encloses no dislocation, which could shift the sublattice labels; the energetic preference for $\pi/3$ walls must then be calculated again with the screening included, and with the gradient stiffness along $z$, which symmetry allows to differ from the in-plane value used here.
